\section*{Random sequential adsorption of catalytic colloids: jamming and finite-time extrapolation}

\section{A slow approach to a value well below close packing}

Discs are dropped at random on a surface and stick wherever they overlap no earlier disc. When the total disc area offered has reached 100 times the surface area, the coverage is 0.5221. Offering ten times more raises it to 0.5387. The final, jammed coverage of the same samples is 0.5469, so a tenfold longer exposure has cut the remaining gap by a factor of 3.0, from 0.0248 to 0.0083. This note explains that factor, which is close to $\sqrt{10}$, and gives a scheme that reaches jamming and an extrapolation for data that do not.

\section{Model and clock}

Equal discs of diameter $s$ and area $a_d=\pi s^2/4$ arrive at uniformly random places on a periodic square of side $L$. An arrival is accepted for ever if its centre is at least $s$ from all earlier centres; otherwise it leaves without trace. With $N$ discs present, the coverage is $\theta=Na_d/L^2$.

The clock $\tau$ is the disc area offered per unit surface area. Arrivals form a Poisson process: a region of area $S$ receives on average $S\,\Delta\tau/a_d$ arrivals in an interval $\Delta\tau$. Let $\Phi$ be the fraction of the surface open to a new centre. The mean number accepted in $d\tau$ is $\Phi L^2d\tau/a_d$, and each adds $a_d/L^2$ to the coverage, so
\begin{equation}
\frac{d\theta}{d\tau}=\Phi .
\end{equation}

\subsection{Early times}

A centre at $x$ is blocked by disc $i$ if $f_i(x)=1$, where $f_i=1$ for $|x-r_i|<s$ and 0 otherwise. Expanding the mean of the product $\prod_i(1-f_i)$ gives
\begin{equation}
\Phi=1-\Big\langle\sum_i f_i\Big\rangle+\Big\langle\sum_{i<j}f_if_j\Big\rangle-\dots
\end{equation}
With number density $\rho=4\theta/(\pi s^2)$, the first sum is $\rho\pi s^2=4\theta$. In the second, the pair density is $\rho^2$ at leading order for separations $r>s$ and zero for $r<s$. Two exclusion discs of radius $s$ overlap for $r<2s$. Setting $s=1$, their common area is $2\arccos(r/2)-(r/2)\sqrt{4-r^2}$. With $r=2\cos\varphi$ and $dr=-2\sin\varphi\,d\varphi$, the pair integral is
\begin{align}
I&=2\pi\int_1^2\Big[2r\arccos\frac r2-\frac{r^2}{2}\sqrt{4-r^2}\Big]dr\nonumber\\
&=2\pi\int_0^{\pi/3}\big[4\varphi\sin2\varphi-2\sin^22\varphi\big]d\varphi\nonumber\\
&=2\pi\Big[\Big(\frac{\pi}{3}+\frac{\sqrt3}{2}\Big)-\Big(\frac{\pi}{3}+\frac{\sqrt3}{8}\Big)\Big]=\frac{3\sqrt3\,\pi}{4}.
\end{align}
The factor $1/2$ for unordered pairs gives $\tfrac12\rho^2I=\tfrac12(16\theta^2/\pi^2)(3\sqrt3\pi/4)$, hence
\begin{equation}
\Phi=1-4\theta+\frac{6\sqrt3}{\pi}\theta^2+O(\theta^3).
\end{equation}
Integrated to $\tau=0.2$, this gives $\theta=0.1419$; simulation gives $0.1416\pm0.0009$. The series does not describe jamming, where $\Phi$ is carried by rare small holes.

\section{The scheme}

Plain deposition wastes nearly all late arrivals. The remedy is to draw arrivals only where acceptance is still possible, without altering the clock.

Cover the box with squares of edge $e$. Let $d$ be the distance from the middle of a square to the nearest disc centre. Every point of the square is within $e/\sqrt2$ of its middle, so if
\begin{equation}
d+\frac{e}{\sqrt2}<s,
\end{equation}
the whole square is blocked by that one disc. Discs never leave, so the square can be deleted permanently. A Poisson process restricted to the remaining squares is again Poisson, with its mean reduced in proportion to area. The omitted arrivals would all have been rejected, so the statistics of accepted discs and of their times are unchanged.

\begin{verbatim}
squares = grid with e = s/2;  discs = none
start = 0;  end = 0.25
while squares remain:
    n = Poisson(number(squares)*e^2*(end-start)/a_d)
    draw n sorted times in (start, end)
    draw n points uniformly in the squares
    discard points closer than s to existing discs
    for the surviving points, in time order:
        accept if no disc accepted in this
        window is closer than s
    start = end;  end = 2*end
    delete squares satisfying d + e/sqrt(2) < s
    while squares remain and e^2*(end-start) > a_d:
        split each square into four;  e = e/2
        delete squares satisfying d + e/sqrt(2) < s
\end{verbatim}

Distances are periodic, and $L$ must be a multiple of the initial edge. The window length affects cost but not the result, because conflicts inside a window are resolved in time order.

\subsection{Termination and certificate}

A finite box jams with probability one: an open region of positive area is eventually hit, and the box holds a finite number of discs. Once every point is strictly inside some exclusion disc, the largest distance from any point to its nearest centre is $s-m$ with $m>0$. Every square with $e/\sqrt2<m$ is then deleted. Since windows double and $e^2\Delta\tau\le a_d$ is enforced, $e$ shrinks to zero and the loop ends.

Jamming can be certified independently. The distance to the nearest centre has its maximum at a circumcentre of the Delaunay triangulation, where it equals the circumradius. The box is therefore jammed if all circumradii are below $s$. In ten boxes with $L=80s$, holding 44\,567 discs, the largest was $0.999973\,s$, and no two centres were closer than $s$. The mean jammed coverage was
\begin{equation}
\theta_J=0.5469\pm0.0005,
\end{equation}
where the error is the standard error over boxes. This is a numerical estimate of the two-dimensional value near 0.547.

As a test of the acceleration, six boxes with $L=30s$ were filled one arrival at a time to $\tau=32$. They gave $0.5075\pm0.0025$, against $0.5048\pm0.0007$ from the scheme. The difference is about one combined standard error.

\subsection{Cost and numerical stability}

The splitting rule keeps the mean number of arrivals in a window at or below the number of squares. Each arrival and each square needs one nearest-neighbour search, so the work follows the total number of squares treated. The last disc in the ten boxes came at $\tau=1.96\times10^9$. Plain deposition up to that time would need
\begin{equation}
\frac{10\times80^2}{\pi/4}\times1.96\times10^9\approx1.6\times10^{14}
\end{equation}
arrivals; the scheme gets there in 34 windows. In the last of these, $\Delta\tau\approx1.1\times10^9$ and $e$ is at most about $3\times10^{-5}s$. This is far above the rounding error of double-precision coordinates, near $10^{-14}s$. Single precision would not resolve such squares reliably at coordinates near $80s$.

\section{Why the gap falls as the inverse square root}

\subsection{Area of a small target}

Late in the process the open surface consists of small separate targets. Take three neighbouring discs whose centres form an acute Delaunay triangle with circumradius $s+h$, where $0<h\ll s$. Put the origin at the circumcentre and let $u_k$ be the unit vectors towards the disc centres. A new centre at $x$ is allowed if $|x-(s+h)u_k|>s$ for each $k$. To first order in $x$ the distance is $s+h-x\cdot u_k$, so the conditions become
\begin{equation}
x\cdot u_k<h,\qquad k=1,2,3 .
\end{equation}
These three lines bound a triangle with inscribed radius $h$. Between two neighbouring normals at angle $\varphi$ lies a kite made of two right triangles with legs $h$ and $h\tan(\varphi/2)$; its area is $h^2\tan(\varphi/2)$. The central angle $\varphi$ is twice the opposite angle of the Delaunay triangle. With angles $\alpha,\beta,\gamma$, the target area is therefore
\begin{equation}
a=h^2(\tan\alpha+\tan\beta+\tan\gamma)=Gh^2,\quad G=\tan\alpha\tan\beta\tan\gamma .
\end{equation}
The sum equals the product because $\gamma=\pi-\alpha-\beta$ gives $\tan\gamma(1-\tan\alpha\tan\beta)=-(\tan\alpha+\tan\beta)$. An equilateral triangle has $G=3\sqrt3$.

The true boundaries are arcs that recede from the tangent lines, so $Gh^2$ is slightly too small when these three discs alone bound the target. In a few per cent of targets a fourth disc cuts off a corner, and $Gh^2$ is then too large. At distance $h\tan\alpha$ along a line the arc has receded by about $h^2\tan^2\alpha/(2s)$. This is negligible against $h$ if $h\tan^2\alpha\ll2s$, a condition that fails for nearly right-angled triangles.

\subsection{From targets to the coverage}

A target much smaller than $s$ takes one disc, since the newcomer blocks all of it. The chance that it has received no arrival by time $\tau$ is $\exp(-Gh^2\tau/a_d)$. Let $n(G)\,dG\,dh$ be the number of such triangles per unit surface near $h=0$, before depletion by these late arrivals. The essential assumption is that $n$ is finite and nonzero there: sliding one disc slightly changes $h$ smoothly, and nothing in the earlier deposition singles out $h=0$. The missing coverage is then
\begin{align}
\theta_J-\theta(\tau)&\simeq a_d\int dG\,n(G)\int_0^\infty e^{-Gh^2\tau/a_d}\,dh\nonumber\\
&=a_d\int dG\,n(G)\,\frac12\sqrt{\frac{\pi a_d}{G\tau}}=A\,\tau^{-1/2}.
\end{align}
The upper limit may be infinite because large targets have already been filled. The exponent follows from target area growing as $h^2$ while $h$ has a finite density at zero. This is an asymptotic argument for isolated targets, not a proof.

The chain can be tested link by link. At $\tau=2000$ the ten boxes contained 496 acute triangles with circumradius above $s$; 478 discs were added afterwards. The small excess is allowed by the theory's neglect of neighbouring targets, where one disc can close two. Summing $\exp[-Gh^2(8000-2000)/a_d]$ over the 496 targets predicts 260.6 additions after $\tau=8000$; there were 248.

The amplitude can also be found without the kinetics. Triangles with $h$ just below zero share the history of those just above it but are not themselves targets, so their density in the jammed state approximates $n(G)$. It is not exact, because late discs that land inside their circumcircles remove some of them. Linear extrapolation to $h=0$ from two bins of width $0.03s$ gives $A=0.273$, with a counting uncertainty of a few per cent. The estimate also rises with bin width, from about 0.25 to 0.29 for widths between $0.01s$ and $0.05s$. The kinetics at $\tau=1000$ give $\sqrt{1000}\times0.00827=0.262$, lower by 4\%, which is within this uncertainty.

The power law is not yet clean up to $\tau\approx10^3$; beyond that, counting noise hides any drift. The product $\sqrt\tau\,(\theta_J-\theta)$ is 0.232, 0.248, 0.262 and 0.275 at $\tau=10$, $10^2$, $10^3$ and $10^4$. Between $10^2$ and $10^4$ the effective exponent is $-0.477$, with a counting uncertainty of about $0.015$. About 220 discs are still missing at $10^4$, which alone implies a counting uncertainty near 7\% in the last product, so these data do not settle how the drift ends.

\section{Extrapolating finite-time data}

Set $x=\tau^{-1/2}$, fit $\theta=\theta_{\rm fit}-A_{\rm fit}x$ in each box, and average the intercepts. Points on one curve share the same discs and are correlated, so the uncertainty must come from the scatter between boxes, not from the fit residuals. Using 25 points equally spaced in $x$ gives:

\begin{center}
\begin{tabular}{lll}
$\tau$ window & intercept & intercept $-\ \theta_J$\\
2--16 & $0.5423\pm0.0009$ & $-0.0046\pm0.0010$\\
16--128 & $0.5447\pm0.0012$ & $-0.0022\pm0.0010$\\
128--1024 & $0.5465\pm0.0008$ & $-0.0004\pm0.0004$
\end{tabular}
\end{center}

The last column compares each fit with the true jammed coverage of the same box. This pairing clearly reduces the error only in the last window. The sign of the bias follows from the upward drift of the amplitude. Suppose the next term is $+Bx^2$ with $B>0$. The straight line through $x_1^2$ and $x_2^2$ is $(x_1+x_2)x-x_1x_2$, so a line through two data points has intercept
\begin{equation}
\theta_{\rm fit}=\theta_J-Bx_1x_2 .
\end{equation}
Each later window in the table has $x_1x_2$ smaller by a factor of 8. The observed bias falls by about 2 and then 5, with large errors, so the quadratic form explains the sign but is not established as the correction.

A fit against $1/\tau$ uses the wrong exponent. On the last window it misses $\theta_J$ by $-0.0073$. For a line through the end points $x_1=0.031$ and $x_2=0.088$, the law $\theta_J-Ax$ gives the intercept error
\begin{equation}
-A\,\frac{x_1x_2^2-x_2x_1^2}{x_2^2-x_1^2}=-A\,\frac{x_1x_2}{x_1+x_2}\approx-0.006,
\end{equation}
which accounts for most of it.

\section{Colloids on an oxidised silicon wafer}

An insulating oxide needs catalytic seeds before electroless plating can start. Take colloids of diameter 5~nm at $10^{14}$~cm$^{-3}$, an attachment velocity $v=1~\mu$m/s and a 10-minute dip. These are rough values for a colloidal activation bath; $v$ is the least certain and sets the time scale. Each colloid covers $1.963\times10^{-13}$~cm$^2$, so the clock rate is
\begin{equation}
\nu=vca_d=10^{-4}\times10^{14}\times1.963\times10^{-13}=1.96\times10^{-3}~\mathrm{s}^{-1}.
\end{equation}
Ten minutes give $\tau=1.18$ and $\theta=0.341$, or $1.7\times10^{12}$ colloids per cm$^2$, against $2.8\times10^{12}$ at jamming. Reaching 95\% of jamming would take about 12~h and 99\% about 330~h. With this value of $v$, a dip of minutes does not measure the jamming value. The conclusion depends on $v$: at $100~\mu$m/s, still far below the diffusive scale of about 2~cm/s (diffusivity divided by diameter), 95\% of jamming is reached in about 8 minutes, including the diffusion layer treated next.

Diffusion through an unstirred layer of thickness $\delta=20~\mu$m next to the wafer slows the start. In steady state the flux is $J=v\Phi c_s=(D/\delta)(c-c_s)$, where $c_s$ is the concentration at the surface. Eliminating $c_s$ gives $J=v\Phi c/(1+\mathrm{Da}\,\Phi)$ with $\mathrm{Da}=v\delta/D$. Since $d\theta/dt=a_dJ$ and $d\tau=d\theta/\Phi$,
\begin{equation}
\nu\,dt=\frac{d\theta}{\Phi}+\mathrm{Da}\,d\theta
\quad\Rightarrow\quad \nu t=\tau+\mathrm{Da}\,\theta .
\end{equation}
The Stokes--Einstein value $D=9.7\times10^{-7}$~cm$^2$/s gives $\mathrm{Da}=0.21$. Coverage falls from 0.096 to 0.084 after one minute, but only from 0.341 to 0.335 after ten.

Electrostatic repulsion changes the jamming value itself. At an ionic strength of 1~mol/L the Debye length is 0.30~nm. If repulsion enlarges the exclusion diameter by two Debye lengths, a rough rule that ignores the actual charge, the jammed coverage falls to about $0.547\,(5/5.6)^2\approx0.44$. A repulsion of $kT$ at that gap needs a surface potential of roughly 60~mV; weaker charge gives a smaller enlargement. The estimate ignores van der Waals attraction, which for metal colloids (Hamaker constant near $2\times10^{-19}$~J) is several $kT$ at this gap and outweighs the screened repulsion. It therefore applies only to colloids kept apart by other means, such as a stabilising shell. Immobility is a further condition: a surface diffusivity of $10^{-18}$~cm$^2$/s already moves a colloid by a tenth of its diameter during the dip. Size spread, attraction, detachment and repeated nearby attempts by rejected colloids are not sized here.

\section{Failure modes}

\begin{itemize}
\item Deleting a square because its middle is blocked removes open surface and biases the coverage downwards. The whole square must be blocked.
\item Counting restricted arrivals as if they fell on the whole box corrupts $\tau$, although the jammed state is unaffected.
\item Stopping at a large fixed $\tau$ does not guarantee jamming. The late law leaves on average $(AL^2/a_d)\tau^{-1/2}$ targets per box. At $\tau=1.96\times10^9$ this is 0.05, or about 0.5 in ten boxes, so a last disc at such a late time is unremarkable.
\item Mobile or detaching colloids break the irreversible rule, attracting ones break the uniformly random arrival, and then neither $\theta_J$ nor the exponent can be assumed.
\end{itemize}

The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
boxes: 10, side: 80 diameters
discs at jamming, all boxes: 44567
last disc arrives at tau = 1.96e+09
jammed coverage: 0.54692 +- 0.00045
largest circumradius: 0.999973 diameters
smallest centre distance: 1.000000 diameters
tau = 32: plain 0.5075 +- 0.0025
tau = 32: fast 0.5048 +- 0.0007
quadratic coefficient of open fraction: 3.30797
tau = 0.2: simulated 0.1416 +- 0.0009
tau = 0.2: series 0.1419
tau = 1: coverage 0.32507, gap 0.22185
tau = 10: coverage 0.47341, gap 0.07351
tau = 100: coverage 0.52214, gap 0.02478
tau = 1000: coverage 0.53865, gap 0.00827
tau = 10000: coverage 0.54417, gap 0.00275
open targets at tau = 2000: 496
discs added after tau = 2000: 478
predicted additions after 8000: 260.6
actual additions after 8000: 248
late exponent, tau 100 to 10000: -0.477
amplitude A from kinetics at tau 1000: 0.2616
amplitude A from jammed geometry: 0.2731
fit tau 2-16: intercept 0.54230 +- 0.00087
  intercept minus jammed: -0.00461 +- 0.00103
fit tau 16-128: intercept 0.54473 +- 0.00123
  intercept minus jammed: -0.00219 +- 0.00103
fit tau 128-1024: intercept 0.54651 +- 0.00078
  intercept minus jammed: -0.00041 +- 0.00044
1/tau fit, last window, minus jammed: -0.00727
colloid diameter: 5.0 nm
colloid concentration: 1.0e+14 cm^-3
attachment velocity: 1.0 um/s
boundary layer: 20 um
temperature: 298 K
viscosity: 0.9 mPa s
ionic strength: 1.0 mol/L
relative permittivity: 78
tau per second of dip: 1.963e-03 1/s
1 min: tau 0.118, coverage 0.0957, with transport 0.0837
  colloid density: 4.872e+11 cm^-2
10 min: tau 1.178, coverage 0.3410, with transport 0.3353
  colloid density: 1.737e+12 cm^-2
60 min: tau 7.069, coverage 0.4608, with transport 0.4603
  colloid density: 2.347e+12 cm^-2
jammed density: 2.785e+12 cm^-2
95% of jamming: tau 81.5, 11.5 h
99% of jamming: tau 2305.9, 326.2 h
colloid diffusivity: 9.70e-07 cm^2/s
Damkohler number: 0.206
Debye length: 0.303 nm
jammed coverage with repulsion, rough: 0.435
surface diffusivity limit: 1.0e-18 cm^2/s
\end{verbatim}
